# Conserved dopant dose does not guarantee non-negative concentrations

**Comment on the argument that a conserved dose validates the profile**

The author simulates the anneal of an implanted dopant with a finite-volume Crank–Nicolson scheme. The argument under review runs as follows: the fluxes balance, the total dose stays constant to rounding error, the scheme is stable for every time step, and therefore the computed profile is physical. The first three statements are correct. The question is whether the conclusion follows from them.

**What the equation requires**

The model is $\partial_t C=D\,\partial_x^2C$ with constant $D$ and no flux through either end. Its solution is the initial profile convolved with a positive Gaussian and its positive mirror images. A non-negative start therefore stays non-negative. A discretization should inherit two properties, conservation and sign, and they have to be examined separately.

**Conservation**

Take equal cells of width $h$, a time step $\tau$ and $r=D\tau/h^2$. Primes mark new values. With an implicit weight $0\le\theta\le1$ let $\bar C_j=\theta C'_j+(1-\theta)C_j$. The cell balance is

$$\frac{h}{\tau}(C'_j-C_j)=F_{j-1/2}-F_{j+1/2},\qquad F_{j+1/2}=-\frac{D}{h}(\bar C_{j+1}-\bar C_j).$$

In the sum over $j$ each interior flux appears once with each sign, and the end fluxes vanish. Hence $\sum_jC'_j=\sum_jC_j$ for any $r$ and for concentrations of either sign. The dose test checks the bookkeeping of fluxes, and a negative cell passes it if other cells hold the matching excess.

**Sign**

Let $K$ be minus the zero-flux second difference, so that $(KC)_j=2C_j-C_{j-1}-C_{j+1}$ in the interior. The scheme reads

$$(I+\theta rK)C'=[I-(1-\theta)rK]C,\qquad C'=MC.$$

A start with unit concentration in cell $j$ alone returns column $j$ of $M$. Dose is thus conserved for every start if and only if each column sums to 1, while every non-negative start stays non-negative if and only if no entry of $M$ is negative. A column such as $(0.6,-0.2,0.6)$ shows that the first condition does not imply the second.

For $\theta>0$ the right-hand matrix can be rewritten as

$$I-(1-\theta)rK=\frac1\theta I-\frac{1-\theta}{\theta}(I+\theta rK),$$

because the identity terms combine to $[1-(1-\theta)]/\theta=1$. Multiplying by $G=(I+\theta rK)^{-1}$ gives

$$M=\frac{G-(1-\theta)I}{\theta}.$$

All entries of $G$ are positive. To see this, write $I+\theta rK=\Delta-\theta rB$, where $B$ links neighbours and $\Delta$ is diagonal with entries $1+\theta rn_j$ for $n_j$ neighbours. The non-negative matrix $\Delta^{-1}\theta rB$ has row sums $\theta rn_j/(1+\theta rn_j)<1$, so $G=\sum_m(\Delta^{-1}\theta rB)^m\Delta^{-1}$ converges. Its terms are non-negative, and together they connect every pair of cells. Only the diagonal of $M$ can therefore be negative.

On an infinite lattice, with $a=\theta r$, the entries $g_m$ of $G$ at separation $m$ obey

$$(1+2a)g_m-a(g_{m+1}+g_{m-1})=\delta_{m0}.$$

The decaying solution is $g_m=g_0q^{|m|}$ with $aq^2-(1+2a)q+a=0$, so $2aq=1+2a-\sqrt{1+4a}$. The equation at $m=0$ then gives $g_0(1+2a-2aq)=g_0\sqrt{1+4a}=1$. The diagonal of $M$ is non-negative when $g_0\ge1-\theta$, that is, when $1+4\theta r\le(1-\theta)^{-2}$. Since $1-(1-\theta)^2=\theta(2-\theta)$,

$$r\le\frac{2-\theta}{4(1-\theta)^2}.$$

For Crank–Nicolson, $\theta=1/2$, the limit is $r\le3/2$. For $\theta\to0$ it becomes $1/2$, which agrees with the explicit diagonal $1-2r$. For backward Euler, $\theta=1$, the condition $g_0\ge0$ holds for every $r$. Zero-flux ends add positive mirror images to $G$, so on a finite grid the bound remains sufficient.

**Why stability and the correct spread do not rescue the argument**

Since $v^TKv=\sum_j(v_{j+1}-v_j)^2\ge0$, the eigenvalues $\kappa$ of $K$ are non-negative. Each mode is multiplied in a Crank–Nicolson step by $(1-r\kappa/2)/(1+r\kappa/2)$, which lies between $-1$ and $1$. No mode grows, but a factor near $-1$ reverses a mode that diffusion should have erased.

The variance is no better as a witness. Far from boundaries, $K$ applied to $x_j^2$ gives $-2h^2$. From $C'-C=-rK\bar C$, moving the symmetric $K$ onto $x_j^2$,

$$\sum_jx_j^2(C'_j-C_j)=2h^2r\sum_j\bar C_j=2D\tau\sum_jC_j.$$

Likewise $Kx=0$, so the mean is unchanged. Dose, mean depth and variance growth can all be correct while some concentrations are negative.

**Why a finer mesh does not help**

The author might answer that a real implant is smooth and spans many cells. Let $h\to0$ at fixed $\tau$ and set $\lambda^2=D\tau/2$. Crank–Nicolson becomes

$$(1-\lambda^2\partial_x^2)C'=(1+\lambda^2\partial_x^2)C=[2-(1-\lambda^2\partial_x^2)]C,$$

so that

$$C'=2g*C-C,\qquad g(x)=\frac{e^{-|x|/\lambda}}{2\lambda}.$$

Here $g$ solves $(1-\lambda^2\partial_x^2)g=\delta$: its slope jumps by $-1/\lambda^2$ at the origin. For a free Gaussian layer of dose $Q$ and width $\sigma$,

$$\frac{(g*C)(x)}{C(x)}=2\int_0^\infty g(y)\,e^{-y^2/2\sigma^2}\cosh\frac{xy}{\sigma^2}\,dy.$$

This ratio is smallest at $x=0$, so if any point turns negative in the first step, the centre does. There, completing the square with $s=\sigma/(\sqrt2\lambda)=\sigma/\sqrt{D\tau}$ gives

$$\int_0^\infty e^{-y/\lambda-y^2/2\sigma^2}dy=\sqrt{\frac{\pi}{2}}\,\sigma\,\mathrm{erfcx}(s),\qquad \mathrm{erfcx}(s)=e^{s^2}\mathrm{erfc}(s).$$

Multiplying by $2\times Q/(2\lambda\sqrt{2\pi}\sigma)\times2=2Q/(\lambda\sqrt{2\pi}\sigma)$, where the factors are the 2 in $2g*C$, the prefactors of $g$ and $C$, and the two equal half-lines, we find

$$C'(0)=Q\left[\frac{\mathrm{erfcx}(s)}{\lambda}-\frac1{\sqrt{2\pi}\,\sigma}\right].$$

With $\lambda=\sigma/(\sqrt2s)$ this is negative when $\sqrt\pi\,s\,\mathrm{erfcx}(s)<1/2$. The left side equals $2\int_0^\infty e^{-v^2/s^2-2v}dv$, which rises steadily from 0 to 1, so there is one threshold. Numerical root finding gives $s=0.433$, or $D\tau=5.34\,\sigma^2$. No cell width appears in it.

When $D\tau\ll\sigma^2$, the step reduces to $C+D\tau\,\partial_x^2C$, as it should. When $D\tau\gg\sigma^2$, $g*C$ is low and broad, and the step returns nearly $-C$ near the centre.

**A selenium implant in silicon**

Take rough values for 900 °C: $D=10^{-12}$ cm²/s, which is 100 nm²/s, a dose of $10^{11}$ cm⁻², depth $R=70$ nm and straggle $\sigma=20$ nm. The surface is capped, and the small Gaussian tail beyond it is folded back. The anneal lasts 600 s.

For a free layer the threshold step is $5.34\times400/100=21.4$ s. Numerical solutions put it at 22.2, 21.6 and 21.4 s for cells of 10, 5 and 2.5 nm. Over the same meshes the step that protects every start, $1.5h^2/D$, falls from 1.5 to 0.094 s.

Now use a 60 s step. Then $\lambda=\sqrt{3000}=54.8$ nm, $s=20/\sqrt{6000}=0.258$ and $\mathrm{erfcx}(s)=0.764$. The two terms at the centre are $1.395\times10^{16}$ and $1.995\times10^{16}$ cm⁻³, leaving $-6.0\times10^{15}$ cm⁻³. The reflecting surface adds the image contribution

$$2\int g(R+y)C(y)\,dy\simeq\frac Q\lambda e^{-2R/\lambda+\sigma^2/2\lambda^2}=1.5\times10^{15}\ \mathrm{cm^{-3}},$$

where the Gaussian has been integrated over the whole line. The estimate becomes $-4.5\times10^{15}$ cm⁻³. The surface also delays the threshold, to 23.6 s on a 4 nm mesh.

A tridiagonal solution on that mesh, where $r=375$, gives these concentrations after one step, in $10^{15}$ cm⁻³:

| Depth (nm) | Start | Crank–Nicolson | Backward Euler | Exact |
|---|---|---|---|---|
| 30 | 2.71 | 9.72 | 5.79 | 5.75 |
| 70 | 19.91 | −4.44 | 6.41 | 5.21 |
| 130 | 0.22 | 6.80 | 3.58 | 3.81 |

The Crank–Nicolson dose has changed only at the level of rounding error. Yet the cells centred from 58 to 86 nm together hold $-9.2\times10^9$ cm⁻², or −9.2 % of the dose, and the other cells hold 109.2 %. If each selenium atom is counted as one donor on an n-type background of $10^{14}$ cm⁻³, the net doping changes sign twice: the solver has created two false junctions.

**The end of the anneal, and possible repairs**

The next table holds the 4 nm mesh and the 600 s anneal fixed. The error is the integrated absolute difference from the exact model solution, divided by $Q$. The exact final peak is $2.25\times10^{15}$ cm⁻³ and lies at the surface. On cells of 2 to 0.5 nm the errors of the three 60 s runs change by at most about 0.2 percentage points. The peak after setting negatives to zero is more sensitive to the mesh: it rises irregularly, by about 4 to 6 %, while the plain Crank–Nicolson peak rises by less than 1 %.

| Scheme and step | Error | Peak ($10^{15}$ cm⁻³) |
|---|---|---|
| Crank–Nicolson, 60 s | 12 % | 4.10 |
| The same, negatives set to zero | 16 % | 4.00 |
| Backward Euler, 60 s | 3.1 % | 2.33 |
| Crank–Nicolson, 10 s | 0.002 % | 2.25 |

Counting values below $-10^{-9}$ of the initial peak, the first run is negative after steps 1, 3, 5 and 7, but not at the end. Its final profile has the right dose and no negative cell, and its peak, a spurious maximum left at 70 nm, is still 82 % above the exact peak. The mode factor explains the alternation. In the fine-mesh limit it is $(1-\lambda^2k^2)/(1+\lambda^2k^2)$, which for $k=1/\sigma$ is $(1-7.5)/(1+7.5)=-0.76$. Ten steps leave 7 % of this mode, where diffusion would leave $e^{-150}$. Shorter modes persist longer: the largest survivor after ten steps lies near $k=1.7/\sigma$, where the factor is $-0.91$ and about 40 % of the mode remains. Odd steps subtract such modes at the centre of the layer; even steps add them.

Setting negative cells to zero adds new atoms amounting to 9.2 % of the dose. In this run it also increases the error. Backward Euler removes the sign fault at any step, but its first-step value at 70 nm is 23 % too high, so non-negativity does not establish accuracy. Crank–Nicolson with 10 s steps has $r=62.5$, far above $3/2$, and shows no negative cell by the same count: the matrix bound protects every start, whereas this start is smooth.

**How far the example represents a process**

Selenium is used for field-stop layers in silicon power devices. Those layers are typically micrometres deep, so this anneal is short, and the dose is low. The capped surface is a consequential assumption. If the surface were a perfect sink, the subtracted mirror image would leave a fraction $\mathrm{erf}[R/\sqrt{2(\sigma^2+2Dt)}]=16$ % of the dose, instead of all of it.

The built-in field matters little here. The deeper selenium level is probably only partly ionized at 900 °C, so treating every atom as a doubly ionized donor gives an upper estimate. Neutrality, $n-n_i^2/n=2C$, then gives $d\ln n/dC=1/\sqrt{C^2+n_i^2}$, and drift multiplies the diffusive flux by $1+2C/\sqrt{C^2+n_i^2}$. That is 1.01 at the initial peak for a rough $n_i=4\times10^{18}$ cm⁻³. With a rough activation energy of 2.6 eV, a 10 K rise increases $D$ by 24 % and shortens the threshold step by a fifth. The value of $D$ used here is at the low end of published fits, which reach several times higher, and the threshold step scales as $1/D$. If implant damage raised $D$ tenfold, an illustrative figure, the free-layer threshold would drop to 2.1 s.

The initial peak is also twice a rough low estimate of the solubility, $10^{16}$ cm⁻³. The exact model falls below that value after 6 s, but precipitates could delay the spreading. Exchange between interstitial and substitutional selenium is left out as well.

**Recommendation**

The conclusion should be withdrawn as stated. The author should keep the dose test as a test of flux balance, report the minimum concentration after every step, and repeat the run with a smaller time step. The minimum exposes the sign fault. The repeated run is needed because a profile can pass both other tests and still be inaccurate, as backward Euler with 60 s steps shows.
